# Ballistic Current in a Two-Dimensional Transistor from Top-of-Barrier Carrier Populations

## The situation

In a transistor that is switched on, electrons leave the source, pass over a potential barrier whose height is set mainly by the gate, and run down to the drain. In a long channel they scatter many times, and a mobility describes the motion. If the channel is shorter than the mean free path, mobility loses its local meaning: an electron that has crossed the barrier is not in equilibrium with anything near it. Yet the current is finite, even without scattering. What limits it?

The answer lies at the highest point of the barrier. There the carriers separate by direction of motion: those moving forward came from the source, those moving backward came from the drain. Counting both groups and their velocities gives the current.

## Model and conventions

Let $x$ run from source to drain and $y$ across a wide channel. The electrons have one isotropic parabolic band with mass $m$ and total degeneracy $g$, the product of spin and valley degeneracies. Their energy is

$$E=U(x)+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.$$

The band-edge energy $U(x)$ has a single maximum $E_{\rm top}$ near the source. The motion in the channel is classical and collisionless, so tunnelling below the top and quantum reflection above it are neglected. The contacts are reservoirs that absorb every arriving electron and emit electrons with the Fermi function $f(E-\mu)=1/[1+e^{(E-\mu)/k_BT}]$. Their Fermi levels are $\mu_S$ and

$$\mu_D=\mu_S-qV_D ,\qquad q>0,\quad V_D\ge 0 .$$

Electrons flow towards $+x$ and conventional current towards $-x$. The symbol $J$ denotes the magnitude of the current per channel width, positive for $V_D>0$. Energies at the top are expressed through

$$\eta_S=\frac{\mu_S-E_{\rm top}}{k_BT},\qquad \eta_D=\eta_S-u,\qquad u=\frac{qV_D}{k_BT}.$$

## Why direction identifies the contact

Since $U$ does not depend on $y$, $k_y$ is conserved. The total energy is conserved too, and therefore so is the longitudinal energy

$$E_x=U(x)+\frac{\hbar^2k_x^2}{2m}.$$

Take an electron at the top with $k_x>0$ and follow it back in time. Its $E_x$ exceeds $E_{\rm top}$, hence exceeds $U(x)$ everywhere, and $k_x$ cannot pass through zero. The electron has no turning point and must have come from the source. By the same argument, an electron at the top with $k_x<0$ came from the drain.

By Liouville's theorem, the occupation of a state is constant along a collisionless trajectory. Since $E$ is also constant, the occupation at the top is $f(E-\mu_S)$ for $k_x>0$ and $f(E-\mu_D)$ for $k_x<0$.

This sorting fails further along the channel. At a point on the drain side, $U(x)<E_{\rm top}$, and a forward-moving electron with $E_x<E_{\rm top}$ came from the drain and was reflected by the barrier. The current is nevertheless the same there. At each $k_y$ and each $E_x<E_{\rm top}$, the states $+k_x$ and $-k_x$ are both filled by the drain, and their currents cancel. For $E_x>E_{\rm top}$, the velocity $v_x=\hbar k_x/m$ obeys $v_x\,dk_x=dE_x/\hbar$ at fixed $x$, so that

$$J=\frac{qg}{4\pi^2\hbar}\int_{-\infty}^{\infty}\!dk_y\int_{E_{\rm top}}^{\infty}\!dE_x\,[f(E-\mu_S)-f(E-\mu_D)],$$

with $E=E_x+\hbar^2k_y^2/2m$. The position $x$ has dropped out. On the source side of the top the argument is the same with the contacts exchanged.

A numerical check traced Newtonian trajectories backward over a model barrier with $\eta_S=1.5$ and $\eta_D=-1.5$. The traced origins gave 1275 µA/µm both at the top and at a point beyond it, in agreement with the formula derived below. At the second point, forward-moving electrons with momentum below 1.756, in units of $\sqrt{2mk_BT}$, had come from the drain. This threshold corresponds to a kinetic energy of about $3.1\,k_BT$, the drop of $U$ from the top to that point.

## The two densities

Let $\varepsilon=\hbar^2k^2/2m$ be the kinetic energy at the top. The density of states in $\mathbf k$ space, per area, is $g/(2\pi)^2$. The forward carriers fill a half-plane, whose angular range is $\pi$:

$$n_+=\frac{g}{4\pi^2}\,\pi\int_0^\infty k\,dk\,f .$$

With $k\,dk=m\,d\varepsilon/\hbar^2$ and $z=\varepsilon/k_BT$,

$$n_+=\frac{gmk_BT}{4\pi\hbar^2}\int_0^\infty\frac{dz}{1+e^{z-\eta_S}} .$$

The integrand has the antiderivative $-\ln(1+e^{\eta_S-z})$, so the integral is $\ln(1+e^{\eta_S})$. Defining

$$N=\frac{gmk_BT}{2\pi\hbar^2},$$

and repeating the calculation for the drain half-plane, we have

$$n_+=\frac N2\ln(1+e^{\eta_S}),\qquad n_-=\frac N2\ln(1+e^{\eta_D}),\qquad n=n_++n_- .$$

The factor $1/2$ appears because each contact fills half of the $\mathbf k$ plane.

## The two currents

The forward current weights each state by $v_x=(\hbar k/m)\cos\theta$, with $-\pi/2<\theta<\pi/2$. The angular integral is

$$\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2 .$$

Since $\hbar k/m=\sqrt{2\varepsilon/m}$,

$$J_+=\frac{qg}{4\pi^2}\,2\int_0^\infty k\,dk\,\frac{\hbar k}{m}f
=\frac{qgm}{2\pi^2\hbar^2}\sqrt{\frac2m}\int_0^\infty\sqrt\varepsilon\,f\,d\varepsilon .$$

The normalised Fermi–Dirac integrals are

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{z^j\,dz}{1+e^{z-\eta}} .$$

In particular $F_0(\eta)=\ln(1+e^\eta)$. Because $\Gamma(3/2)=\sqrt\pi/2$, the energy integral is $(k_BT)^{3/2}(\sqrt\pi/2)F_{1/2}(\eta_S)$. Separating the factor $N$ gives

$$J_+=qN\,\frac1\pi\sqrt{\frac{2k_BT}{m}}\,\frac{\sqrt\pi}{2}\,F_{1/2}(\eta_S)
=\frac{qNv_T}{2}F_{1/2}(\eta_S),\qquad v_T=\sqrt{\frac{2k_BT}{\pi m}} .$$

The drain current $J_-$ has the same form with $\eta_D$ and flows the other way. The net current is

$$\boxed{J=\frac{qNv_T}{2}\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right].}$$

To display the density, divide by $n=(N/2)[F_0(\eta_S)+F_0(\eta_D)]$ and take the source terms out of numerator and denominator:

$$J=qn\,v_{\rm inj}\,
\frac{1-F_{1/2}(\eta_D)/F_{1/2}(\eta_S)}{1+F_0(\eta_D)/F_0(\eta_S)},\qquad
v_{\rm inj}=v_T\frac{F_{1/2}(\eta_S)}{F_0(\eta_S)} .$$

The injection velocity $v_{\rm inj}$ is the mean $v_x$ of the forward carriers. When the drain population is negligible, the fraction equals one and $J=qnv_{\rm inj}$. The high velocity an electron gains beyond the top does not enter: the density of the carriers that have crossed falls as their velocity rises, keeping their current constant.

The channel length does not appear either. In this model it can act only through the barrier height and the density at the top.

## When the density is known

Suppose first that the gate holds $n$ fixed. Write $y=e^{\eta_S}$, $b=e^{-u}$ and $a=e^{2n/N}$. Adding the two logarithms and exponentiating gives

$$(1+y)(1+by)=a\quad\Longrightarrow\quad by^2+(1+b)y-(a-1)=0 .$$

Since $a>1$, the product of the roots is negative, and the physical root is the positive one:

$$y=\frac{-(1+b)+\sqrt{(1+b)^2+4b(a-1)}}{2b}.$$

The expression under the root equals $(1-b)^2+4ab$. Multiplying numerator and denominator by the conjugate sum removes the small denominator at large bias:

$$e^{\eta_S}=\frac{2(a-1)}{1+b+\sqrt{(1-b)^2+4ab}} .$$

At zero bias, $b=1$ and $e^{\eta_S}=\sqrt a-1$. At large bias, $b\to0$ and $e^{\eta_S}\to a-1$. The second value is larger: as the drain stops supplying carriers, the barrier must drop until the source supplies all of them.

## Limiting cases

**Nondegenerate carriers.** For $e^{\eta_S}\ll1$, every $F_j(\eta)$ tends to $e^\eta$. Then $v_{\rm inj}=v_T$, and

$$J=qnv_T\frac{1-e^{-u}}{1+e^{-u}}=qnv_T\tanh\frac{qV_D}{2k_BT} .$$

The current saturates once $qV_D$ is several times $k_BT$. At fixed density, forward carriers replace the backward ones as the bias grows. Saturation is reached when the replacement is complete: the forward density has doubled and no backward current remains.

**Small bias.** To first order in $V_D$, the difference of the two integrals is $u\,F_{1/2}'(\eta)$ at the equilibrium $\eta$. Differentiating under the integral, replacing $\partial_\eta$ by $-\partial_z$ and integrating by parts gives

$$F_{1/2}'(\eta)=\frac{1}{\Gamma(3/2)}\int_0^\infty\frac{z^{-1/2}}{2}\frac{dz}{1+e^{z-\eta}}=F_{-1/2}(\eta),$$

because $\Gamma(3/2)=\tfrac12\Gamma(1/2)$. The conductance per width is therefore

$$G=\frac{J}{V_D}=\frac{q^2Nv_T}{2k_BT}F_{-1/2}(\eta) .$$

At low temperature $F_{-1/2}(\eta)\to2\sqrt{\eta/\pi}$, with $\eta k_BT=\hbar^2k_F^2/2m$. Then $v_TF_{-1/2}\to(2/\pi)\hbar k_F/m$, and

$$G\to\frac{q^2gm}{4\pi\hbar^2}\,\frac{2\hbar k_F}{\pi m}
=\frac{gq^2k_F}{\pi h},\qquad k_F=\sqrt{\frac{4\pi n}{g}} .$$

In a width $W$, the transverse wave numbers between $-k_F$ and $k_F$, spaced by $2\pi/W$, number $k_FW/\pi$. Each contributes $gq^2/h$. The finite conductance of a collisionless channel thus expresses the finite number of transverse modes.

**Degenerate carriers in saturation.** Let the temperature be low and $qV_D$ exceed the source Fermi energy measured from the top. The source then fills a half-disc of radius $k_S$, so $n=gk_S^2/8\pi$. The integral becomes $F_{1/2}(\eta)\to4\eta^{3/2}/(3\sqrt\pi)$, while $F_0\to\eta$. Substitution gives

$$v_{\rm inj}\to\frac{4}{3\pi}\frac{\hbar k_S}{m},\qquad
J\to qn\,\frac{4\hbar}{3\pi m}\sqrt{\frac{8\pi n}{g}} .$$

The current now grows as $n^{3/2}$, because added carriers occupy faster states.

## Example at fixed density

Take round model parameters: $m=0.5\,m_0$, with $m_0$ the free-electron mass, $g=4$ and $T=300$ K. They give $k_BT=25.85$ meV, $N=10.80\times10^{12}$ cm$^{-2}$ and $v_T=0.761\times10^7$ cm/s. Let $n=10\times10^{12}$ cm$^{-2}$.

Then $2n/N=1.852$ and $a=e^{1.852}\approx6.37$. At zero bias $\eta_S=\ln(\sqrt{6.37}-1)\approx0.42$; at large bias $\eta_S=\ln5.37\approx1.68$. Holding the density fixed lowers the barrier by about $1.26\,k_BT\approx33$ meV. The populations and currents in between are:

| $V_D$ (V) | $n_+$ ($10^{12}$ cm$^{-2}$) | $n_-$ ($10^{12}$ cm$^{-2}$) | $J_+$ (µA/µm) | $J_-$ (µA/µm) | $J$ (µA/µm) |
|---|---|---|---|---|---|
| 0 | 5.00 | 5.00 | 695 | 695 | 0 |
| 0.05 | 7.89 | 2.11 | 1176 | 272 | 904 |
| 0.10 | 9.48 | 0.52 | 1468 | 64 | 1404 |
| 0.50 | 10.00 | 0.00 | 1566 | 0 | 1566 |

At 0.5 V, $F_{1/2}(\eta_S)=2.379$ and $F_0(\eta_S)=1.852$, so

$$v_{\rm inj}=0.761\times\frac{2.379}{1.852}\times10^7\ {\rm cm/s}
\approx0.977\times10^7\ {\rm cm/s}.$$

Multiplication by $qn$ gives $J=1566$ µA/µm, or 1566 A/m. Between zero bias and saturation the forward density doubles, but $J_+$ grows by $1566/695\approx2.25$. The remaining factor of about 1.13 is the rise in mean forward velocity as higher states fill.

The small-bias conductance is 19720 µA/(V µm), a resistance times width of 50.7 Ω µm. At 0.05 V the linear estimate is 986 µA/µm, about 9% above the full result: here $qV_D\approx1.9\,k_BT$, which is no longer small.

## Why the limits do not bracket the result

The nondegenerate formula gives a saturated current of 1219 µA/µm, and the zero-temperature formula gives 1248 µA/µm. The actual value, 1566 µA/µm, lies above both.

For the source half-plane, the density is proportional to $\int f\,d\varepsilon$ and the current to $\int\sqrt\varepsilon\,f\,d\varepsilon$, with prefactors independent of temperature. Compare $f$ with a limiting occupation $f_*$ of the same density. If $f_*$ is the zero-temperature step, then $f-f_*$ is negative below the step and positive above it. If $f_*=ce^{-z}$ is the Boltzmann form at the same temperature, then

$$\frac f{f_*}=\frac1{c\,(e^{-z}+e^{-\eta})},$$

which increases with $z$. Since the densities agree, $f-f_*$ again changes from negative to positive at one energy $\varepsilon_c$. For any weight $w(\varepsilon)$, equal densities allow us to write

$$\int w\,(f-f_*)\,d\varepsilon=\int[w(\varepsilon)-w(\varepsilon_c)]\,(f-f_*)\,d\varepsilon .$$

For the increasing weight $\sqrt\varepsilon$, both factors on the right have the same sign everywhere, so the integral is positive. Both limits therefore underestimate the saturated current at fixed density.

The conductance carries the decreasing weight $\varepsilon^{-1/2}$, and the inequality reverses. The zero-temperature resistance is 36.2 Ω µm. The nondegenerate one follows from $G=q^2nv_T/(2k_BT)=1219/0.0517\approx23600$ µA/(V µm), or about 42.4 Ω µm. Both lie below 50.7 Ω µm, as the argument requires.

## When the voltages are known

A real gate fixes a voltage, not a density. A lumped capacitor model supplies the missing relation. Ground the source and set $\mu_S=0$. Let the potential at the top be $\phi$, coupled to gate, drain and source by capacitances per area $C_G,C_D,C_S$ with sum $C_\Sigma$. The mobile charge obeys

$$-qn=C_G(\phi-V_G)+C_D(\phi-V_D)+C_S\phi .$$

Let $E_0$ be the barrier energy at $\phi=0$. With $E_{\rm top}=E_0-q\phi$, solving for $\phi$ gives

$$E_{\rm top}=E_0-\frac{q(C_GV_G+C_DV_D)}{C_\Sigma}+\frac{q^2n(E_{\rm top},V_D)}{C_\Sigma}.$$

The last term is the mean-field repulsion by carriers already present. As $E_{\rm top}$ rises, $n$ falls, so the left side increases while the right side decreases. The two sides meet at one value.

To see how the barrier responds, define the source and drain parts of the quantum capacitance:

$$C_{QS}=\frac{q^2N}{2k_BT}\frac1{1+e^{-\eta_S}},\qquad
C_{QD}=\frac{q^2N}{2k_BT}\frac1{1+e^{-\eta_D}},$$

with sum $C_Q$. Raising the barrier lowers both populations, while raising $V_D$ directly lowers only the drain population:

$$dn=-\frac{C_Q}{q^2}dE_{\rm top}-\frac{C_{QD}}{q}dV_D .$$

Inserting this into the differential of the barrier equation and collecting $dE_{\rm top}$ on the left gives

$$\frac{\partial E_{\rm top}}{\partial V_G}=-\frac{qC_G}{C_\Sigma+C_Q},\qquad
\frac{\partial E_{\rm top}}{\partial V_D}=-\frac{q(C_D+C_{QD})}{C_\Sigma+C_Q}.$$

The drain acts in two ways. The term $C_D$ is direct electrostatic coupling. The term $C_{QD}$ describes the loss of backward carriers, whose missing charge lets the barrier fall. It vanishes in saturation; the first does not. Substituting the drain derivative into $dn$ gives

$$q\frac{\partial n}{\partial V_D}=\frac{C_DC_Q-C_\Sigma C_{QD}}{C_\Sigma+C_Q}.$$

Without drain coupling the density falls with $V_D$; with it, the density rises once $C_{QD}$ is small enough.

## Example with and without drain coupling

Keep the same band and temperature, and set $V_G=0.7$ V, $E_0=0.3$ eV and $C_G=3$ µF/cm$^2$. With $C_D=C_S=0$ and $V_D=0.5$ V, the solution is $n=7.015\times10^{12}$ cm$^{-2}$. Its charging term is $q^2n/C_G=0.3746$ eV, so

$$E_{\rm top}=0.3-0.7+0.3746=-0.0254\ {\rm eV},$$

as required. From 0.05 to 0.5 V the density falls by 2.1% of its initial value; counted from zero bias the fall is about 6%. Over this range of bias, fixed density is thus a fair approximation for this gate, though not an identity. The current is 1024 µA/µm at both 0.4 and 0.5 V.

Now set $C_D=C_S=0.3$ µF/cm$^2$. Between 0.4 and 0.5 V the barrier falls from $-22.63$ to $-23.72$ meV, and the current rises from 955 to 982 µA/µm. The derivative formula accounts for the shift. Near $\eta_S=0.90$, $C_{QS}\approx23.8$ µF/cm$^2$, and $C_{QD}$ is negligible. The expected change is

$$-\frac{0.3}{3.6+23.8}\times100\ {\rm meV}\approx-1.1\ {\rm meV}.$$

The output slope is 274 µA/(V µm), against 0.007 µA/(V µm) without coupling. A millivolt shift matters because the source population responds to the barrier on the scale of $k_BT$.

At these drain voltages the coupled device carries less current than the uncoupled one. Its gate controls a smaller share of the total capacitance, $3/3.6\approx0.83$, and it holds fewer carriers at the top. The drain, however, pulls the barrier down as $V_D$ rises, so the order does not last. The two devices have the same $\phi$ and $n$ when the added capacitors carry no net charge, $C_D(\phi-V_D)+C_S\phi=0$. With $C_D=C_S$ this means $V_D=2\phi$. The uncoupled device in saturation has $\phi\approx0.325$ V, so the currents cross near $V_D=0.65$ V, and above that the coupled device carries more.

## What this says about short channels

In this classical model, once transport is ballistic, further shortening brings no gain in current at a given barrier height and bias. This holds only while the barrier stays too wide for tunnelling; when it narrows to a few nanometres, tunnelling adds current, most strongly when the barrier lies well above $\mu_S$. It can still change the barrier. If bringing the drain closer increases $C_D$ relative to the other capacitances, the gate loses part of its control over the barrier, the drain gains influence, and saturation degrades.

The derivation fails when its sorting of carriers fails. Scattering near the top returns some source electrons to the source, so the backward states are no longer filled by the drain alone. In a very short or thin barrier, electrons tunnel below $E_{\rm top}$, and the lower limit of the energy integral is no longer valid. If the gate removes the maximum altogether, there is no top at which to count. A contact that cannot supply the assumed Fermi distribution also invalidates the result. Finally, an anisotropic parabolic band changes the masses in $N$ and $v_T$, and a nonparabolic band also changes the integrals themselves. The sorting argument survives if, at each $k_y$, the band energy has a single minimum as a function of $k_x$ and rises steadily on both sides of it over the energies reached. The carriers must then be sorted by the sign of $v_x$, that is, by the side of this minimum on which they lie; for a valley tilted against the channel axis this differs from the sign of $k_x$.

The numerical output below lists the populations, currents and barrier heights used here.

## Table of computed values

```
band mass = 0.50 m0, degeneracy g = 4, T = 300 K
kT = 25.852 meV
N = 10.799 x 10^12 cm^-2
vT = 0.7609 x 10^7 cm/s
Trajectory test: eta_S = 1.5, eta_D = -1.5
  J from formula = 1275.32 uA/um
  J traced at top = 1275.32 uA/um
  J traced past top (x = 0.8) = 1275.32 uA/um
  past top, forward p below 1.756 comes from drain (reduced units)
Fixed density n = 10.00 x 10^12 cm^-2
V_D(V) eta_S eta_D n+ n-(10^12 cm^-2) J+ J- J(uA/um)
0.00 0.4216 0.4216 5.0000 5.0000 694.6 694.6 0.0
0.02 0.7786 0.0049 6.2439 3.7561 894.6 505.6 389.0
0.05 1.1970 -0.7371 7.8886 2.1114 1176.0 272.3 903.7
0.10 1.5670 -2.3011 9.4847 0.5153 1467.6 63.7 1403.9
0.20 1.6785 -6.0578 9.9874 0.0126 1563.2 1.5 1561.7
0.50 1.6813 -17.6596 10.0000 0.0000 1565.7 0.0 1565.7
At 0.5 V: F_half(eta_S) = 2.3785, F_0(eta_S) = 1.8520
injection velocity at 0.5 V = 0.9772 x 10^7 cm/s
nondegenerate estimate q n vT = 1219.1 uA/um
zero-temperature saturated current = 1248.0 uA/um
small-bias conductance, 300 K = 19719.9 uA/(V um)
small-bias resistance times width, 300 K = 50.71 ohm um
small-bias resistance times width, 0 K limit = 36.17 ohm um
Gate model: V_G = 0.7 V, E_0 = 0.3 eV, C_G = 3.00 uF/cm^2
no drain coupling: C_D = C_S = 0.00 uF/cm^2
  V_D = 0.05 V: E_top - mu_S = -17.19 meV, n = 7.1680 x 10^12 cm^-2, J = 657.97 uA/um
  V_D = 0.20 V: E_top - mu_S = -25.32 meV, n = 7.0158 x 10^12 cm^-2, J = 1022.44 uA/um
  V_D = 0.40 V: E_top - mu_S = -25.35 meV, n = 7.0151 x 10^12 cm^-2, J = 1024.16 uA/um
  V_D = 0.50 V: E_top - mu_S = -25.35 meV, n = 7.0151 x 10^12 cm^-2, J = 1024.16 uA/um
drain coupling: C_D = C_S = 0.30 uF/cm^2
  V_D = 0.05 V: E_top - mu_S = -11.64 meV, n = 6.1983 x 10^12 cm^-2, J = 570.85 uA/um
  V_D = 0.20 V: E_top - mu_S = -20.37 meV, n = 6.2832 x 10^12 cm^-2, J = 899.64 uA/um
  V_D = 0.40 V: E_top - mu_S = -22.63 meV, n = 6.6069 x 10^12 cm^-2, J = 955.07 uA/um
  V_D = 0.50 V: E_top - mu_S = -23.72 meV, n = 6.7695 x 10^12 cm^-2, J = 982.45 uA/um
output slope 0.4-0.5 V, no drain coupling = 0.0074 uA/(V um)
output slope 0.4-0.5 V, drain coupling = 273.82 uA/(V um)
```
